# Two box averages and the potential step at a mismatched contact

## The contact and the question

A metal film lies on a semiconductor. A first-principles calculation of the pair gives the electrostatic potential at every point, and the Schottky barrier depends on how far that potential differs, on average, between the two crystals. That difference may be only an electronvolt or less. The potential itself can swing by ten electronvolts or more between an atomic plane and the space beside it, and it does so with one period in the metal and another in the semiconductor. How can both oscillations be removed without altering the step?

Let $z$ be the coordinate along the contact normal, with the metal at negative $z$. Let $V(\mathbf r_\parallel,z)$ be the electrostatic potential energy of an electron, so that regions attractive to electrons have low $V$. The two crystals share an in-plane cell of area $A$, if necessary after a small strain. The planar average is

$$U(z)=\frac1A\int_A V(\mathbf r_\parallel,z)\,d^2r_\parallel .$$

Deep in one crystal, $V$ is unchanged by a lattice translation with in-plane part $\mathbf R_\parallel$ and normal part $L$. Hence

$$U(z+L)=\frac1A\int_A V(\mathbf r_\parallel-\mathbf R_\parallel,z)\,d^2r_\parallel=U(z).$$

The last step holds because a sideways shift does not change an average over a complete in-plane period. The period of $U$ can therefore be shorter than the stacking repeat. On Si(111) it is one double layer, although the stacking repeats after three.

Call the periods $L_m$ in the metal and $L_s$ in the semiconductor, and the cell means of $U$ in the two bulks $U_m$ and $U_s$. The wanted step is $S=U_s-U_m$. For these means to be constants, there must be no macroscopic field in either bulk; a field is treated below.

Define the unit-area box $w_L(t)=1/L$ for $|t|<L/2$, and zero elsewhere. The claim is that

$$D=w_{L_m}*w_{L_s}*U$$

equals $U_m$ in the metal and $U_s$ in the semiconductor, at points far enough from the contact for the windows to see only bulk material.

## First derivation: periodicity

Apply one box to a function of period $L$:

$$B(z)=\frac1L\int_{z-L/2}^{z+L/2}U(z')\,dz'.$$

Differentiating with respect to the two limits gives

$$B'(z)=\frac{U(z+L/2)-U(z-L/2)}{L}=0,$$

because the two arguments differ by one period. Thus $B$ is constant, and its value is the cell mean. A second box of any length averages this constant and returns it, since the box has unit area.

In the semiconductor, let the box of length $L_s$ act first. It gives $U_s$, which the other box preserves. In the metal, let the box of length $L_m$ act first. It gives $U_m$, which is again preserved. The two orders describe the same function, because

$$D(z)=\int\!\!\int w_{L_m}(x)\,w_{L_s}(y)\,U(z+x+y)\,dx\,dy$$

and the integrals over $x$ and $y$ may be exchanged for an integrable $U$. (The boxes are even, so the signs of $x$ and $y$ are immaterial.) Therefore

$$D_{\text{semiconductor}}-D_{\text{metal}}=U_s-U_m=S .$$

### How far from the contact

The largest value of $|x+y|$ is $(L_m+L_s)/2$. If $U$ is periodic everywhere within this distance of $z$, then $D(z)$ is the cell mean. The joint kernel follows from the overlap of the two boxes when one is displaced by $t$:

$$K(t)=\frac{\text{overlap length}}{L_mL_s}.$$

For $|t|\le|L_m-L_s|/2$ the shorter box lies inside the longer, and $K=1/\max(L_m,L_s)$. Beyond that the overlap is $(L_m+L_s)/2-|t|$, until it vanishes. The kernel is a trapezoid with base $L_m+L_s$. In general each slab must contain bulk-like material wider than this base if $D$ is to show a plateau of finite width. The step alone asks for less: each crystal's own box, applied on its own side, already gives that crystal's cell mean from one period of bulk material. The second box serves to give a single function that is free of ripple on both sides.

Between the plateaus, $D$ depends on the shape of $K$. Its course there is not the potential felt by an electron crossing the contact.

### Why one box is not enough

For a single Fourier component, a box of length $L$ gives

$$\frac1L\int_{-L/2}^{L/2}e^{iG(z+t)}dt=e^{iGz}\,\frac{\sin(GL/2)}{GL/2}.$$

The component $G=0$, which is the mean, is multiplied by one. In a crystal of period $L'$ the others have $G=2\pi n/L'$, and harmonic $n$ is multiplied by

$$T_n=\frac{\sin(\pi nL/L')}{\pi nL/L'} .$$

This vanishes for every nonzero integer $n$ when $L=L'$. It also does so when $L$ is an integer multiple of $L'$, so one box would then serve both crystals. For general periods the other crystal's ripple survives.

A nearly matched contact, such as an epitaxial silicide with a period close to that of silicon, is an instructive limit. Put $L=L'(1+\delta)$ with $|\delta|\ll1$. For the first harmonic, $\sin(\pi+\pi\delta)\approx-\pi\delta$, so $T_1\approx-\delta$. One box leaves a small fraction of the ripple, but a fraction of several electronvolts. With $\delta=0.01$ and an amplitude of 7 eV, about 70 meV remains. The second box removes it.

### A macroscopic field

Let a slow part $Fz+Cz^2/2$ be added to $U$. The kernel is even, so the linear term is returned unchanged. For the quadratic term,

$$\langle(z+x+y)^2\rangle=z^2+\langle x^2\rangle+\langle y^2\rangle,$$

since $x$ and $y$ are independent and have zero mean. For a box,

$$\langle x^2\rangle=\frac1L\int_{-L/2}^{L/2}x^2dx=\frac{L^2}{12}.$$

The filter therefore adds the constant $C(L_m^2+L_s^2)/24$ to $Cz^2/2$. A field turns a plateau into a sloping line. A step must then be defined by extrapolating the lines to a stated common plane.

## Second derivation: charge and Poisson's equation

The second route begins with the planar-averaged charge density $\rho(z)$, ions and electrons together, in units of $+e$ per volume. The potential energy of an electron is $-e$ times the electrostatic potential, so Poisson's equation reads

$$U''=\kappa\rho,\qquad \kappa=\frac{e^2}{\varepsilon_0}=18.0951\ \text{eV nm}.$$

Convolution commutes with differentiation. With $\rho_f=w_{L_m}*w_{L_s}*\rho$,

$$D''=\kappa\rho_f .$$

In each bulk the charge is periodic and every cell is neutral, so $\rho_f=0$ there. Hence $D$ is a straight line in each bulk, and it is flat if there is no macroscopic field. Choose points $-a$ and $b$ in the two plateaus. Integration by parts gives

$$D(b)-D(-a)=\big[zD'\big]_{-a}^{b}-\int_{-a}^{b}zD''\,dz=-\kappa\int z\rho_f\,dz,$$

because $D'$ vanishes at both ends. The step of the filtered potential is thus set by the dipole $p_f=\int z\rho_f\,dz$ of the filtered charge. The same integral over the unfiltered charge has no settled value: its derivative with respect to the upper limit is $b\rho(b)$, which keeps oscillating.

It remains to show that $-\kappa p_f$ is the difference of the cell means.

### The dipole of a stack of layers

Suppose that $\rho$ can be written as two half-infinite stacks of identical layers plus a localized neutral remainder $r(z)$. Each layer has density $f(z)$ about its own centre. It is neutral, has no dipole, and decays rapidly. Its second moment is $Q=\int z^2f\,dz$.

Take the semiconductor stack, with centres at $(n+\tfrac12)L_s$ for $n=0,1,2,\dots$. Boxes of length $L_s$ at these centres join without gaps:

$$\sum_{n\ge0}w_{L_s}\big(z-(n+\tfrac12)L_s\big)=\frac{\theta(z)}{L_s},$$

where $\theta$ is the unit step function. The filtered stack is consequently

$$\frac1{L_s}\int f(z')\theta(z-z')\,dz'=\frac{F_s(z)}{L_s},\qquad F_s(z)=\int_{-\infty}^{z}f_s(z')\,dz'.$$

Neutrality makes $F_s$ vanish on both sides, so an infinite stack has become a localized charge near its end. Its dipole is

$$\frac1{L_s}\int zF_s\,dz=\frac1{L_s}\left[\frac{z^2F_s}{2}\right]_{-\infty}^{\infty}-\frac1{2L_s}\int z^2f_s\,dz=-\frac{Q_s}{2L_s}.$$

Its total charge is $\int F_s\,dz/L_s=-\int zf_s\,dz/L_s=0$. The second box, of length $L_m$, displaces this neutral charge by amounts whose mean is zero, and so leaves the dipole unchanged.

For the metal stack the joined boxes give $\theta(-z)/L_m$. The filtered charge is then $\int_z^\infty f_m\,dz'/L_m=-F_m/L_m$, with dipole $+Q_m/(2L_m)$. The remainder keeps its own dipole $p_r=\int zr\,dz$. Adding the three parts,

$$-\kappa p_f=\frac{\kappa Q_s}{2L_s}-\frac{\kappa Q_m}{2L_m}-\kappa p_r .$$

### Comparison with the true cell means

Let $u$ be the potential energy due to one layer. Neutrality and the absence of a dipole allow $u\to0$ on both sides. Two integrations by parts give

$$\kappa Q=\int z^2u''\,dz=2\int u\,dz .$$

In a stack, the parts of all layers' potentials that fall in one bulk cell make up one complete integral of $u$. The cell mean due to the stack is therefore $\kappa Q/(2L)$. The stack on the other side contributes nothing deep in this bulk. The remainder is neutral, and its potential changes by $-\kappa p_r$ from left to right. Thus

$$U_s-U_m=\frac{\kappa Q_s}{2L_s}-\frac{\kappa Q_m}{2L_m}-\kappa p_r=-\kappa p_f .$$

This is the result of the first derivation, now obtained from the charge.

## What each derivation assumes

The first derivation needs periodic bulk regions, an integrable potential and the right window lengths. It makes no use of Poisson's equation. It therefore also applies to another local potential, such as the Kohn-Sham potential with its exchange-correlation part, provided the bulk energies are referred to the mean of that same potential. It does not say where the step comes from.

The second derivation, which likewise excludes a macroscopic field, needs more: electrostatics, neutral cells and, in the form given, a division into neutral layers without dipoles. In return it identifies the sources of the step. Charge transferred across the contact is one; the second moments of the layers are another. This division depends on which charge is assigned to the layers and which to the remainder. The sum does not, because the first derivation fixes it as $U_s-U_m$ without any such assignment.

Both derivations fail in the same practical circumstances. If a slab is too thin to contain bulk-like cells, there is no true plateau. If a window has the length of the unstrained crystal while the calculation contains a strained one, its zeros miss the harmonics.

## A worked contact

Consider a model in the regime of aluminium on Si(111), with rough periods $L_m=0.234$ nm and $L_s=0.314$ nm. Each atomic plane consists of a positive Gaussian sheet of width $s=0.03$ nm and an equal negative one of width $w=0.08$ nm. The areal charge is 42 $e$/nm² for a metal plane and 31 $e$/nm² for each of the two silicon planes in a period, which lie a quarter period apart. In addition, 0.5 $e$/nm² of electrons is moved by 0.20 nm from the metal side to the semiconductor side.

The second moment of a neutral plane of charge $\sigma$ is $\sigma(s^2-w^2)$, where $s^2-w^2=-0.0055$ nm². Displacing a neutral, dipole-free plane from the layer centre does not change its second moment, so the two silicon planes simply add:

$$Q_m=42(-0.0055)=-0.231\,e,\qquad Q_s=62(-0.0055)=-0.341\,e .$$

The corresponding means are

$$\frac{\kappa Q_m}{2L_m}=-\frac{18.0951\times0.231}{0.468}=-8.932\ \text{eV},$$

$$\frac{\kappa Q_s}{2L_s}=-\frac{18.0951\times0.341}{0.628}=-9.826\ \text{eV}.$$

Their difference contributes $-0.894$ eV. The transfer places positive charge at $-0.1$ nm and negative charge at $+0.1$ nm, so $p_r=-0.5\times0.20=-0.10$ $e$/nm and $-\kappa p_r=+1.810$ eV. The step is

$$S=1.810-0.894=0.916\ \text{eV}.$$

Direct numerical filtering of the potential gives plateaus at $-9.8363$ and $-8.9208$ eV. They differ by 0.9155 eV, which is the same step with one more digit. The plateaus are not the two stack means themselves, because the potential of the transferred charge adds half of its 1.810 eV step in the semiconductor and subtracts half in the metal. The dipole of the numerically filtered charge is $-0.0506$ $e$/nm, and $-\kappa p_f$ again gives 0.916 eV.

The unfiltered peak-to-peak swing is 11.3 eV in the metal and 13.5 eV in the semiconductor. With only the semiconductor's window, $T_1=-0.2085$ in the metal, which predicts a remaining swing of about $0.2085\times11.3=2.4$ eV; the computed value is 2.3 eV. With only the metal's window, $T_1=0.3065$ in the semiconductor predicts 4.1 eV, against 4.3 eV computed. The estimates are not sharp because higher harmonics have their own factors. Both ripples are larger than the step itself. With two windows, only rounding error remains.

The kernel reaches 0.274 nm to each side. At $z=0.4$ nm it extends down to 0.126 nm and still overlaps the outer part of the transferred charge centred at 0.1 nm, but with little weight there, and $D$ is $-8.922$ eV, within about 1 meV of the plateau.

Now lengthen one window by one per cent and keep the other correct. The first harmonic of its own crystal is multiplied by about $0.0099$ instead of zero, and then by the other window's factor. In the metal, where the first harmonic has an amplitude of 5.6 eV, this gives roughly $5.6\times0.0099\times0.2085=0.012$ eV. The computed amplitudes are 12 meV in the metal and 21 meV in the semiconductor. Reading $D$ at one point would carry errors up to these sizes. Averaging $D$ over a true period removes them, because the filter still preserves the mean.

### From the step to the barrier

Separate bulk calculations, with the same strain and the same ionic potentials as in the contact, supply the metal's Fermi level, $\mu_F=E_F-U_m$, and the semiconductor's valence-band edge, $\mu_V=E_V-U_s$. In the contact,

$$\phi_p=E_F-E_V=(\mu_F+U_m)-(\mu_V+U_s)=\mu_F-\mu_V-S .$$

The minus sign says that raising the semiconductor's potential energy lifts its valence edge towards the Fermi level. For the model values $\mu_F=6.30$ eV, $\mu_V=5.00$ eV and a gap of 1.12 eV,

$$\phi_p=6.30-5.00-0.916=0.38\ \text{eV},\qquad \phi_n=1.12-0.38=0.74\ \text{eV}.$$

## The model beside a real contact

The barrier of aluminium on n-type silicon is very roughly 0.7 eV; in an ideal contact the gap then leaves about 0.4 eV for p-type silicon. The charge transfer and band terms were chosen to reach this range, so the agreement predicts nothing. The Gaussian planes are also a crude picture of aluminium, whose valence electrons are spread more evenly. Real contacts break the assumption of an ideal, abrupt and uniform interface; atomic relaxation, intermixing and defects can change $p_r$. In this geometry a change of only 0.01 $e$/nm² in the transferred charge moves the barrier by $18.1\times0.01\times0.20=0.036$ eV. A further error enters through the band terms: common semilocal functionals make silicon's gap too small by roughly half an electronvolt.

A device also has a depletion field, absent from the model. For $10^{17}$ donors per cm³ at 300 K, and rough silicon constants, the Fermi level in the neutral semiconductor lies 0.146 eV below the conduction band. The band bending is $0.736-0.146=0.590$ eV. If all donors are ionized and the depletion layer is given a sharp edge, this bending extends over 87 nm and the peak field is 0.135 MV/cm. Near the contact this tilts the semiconductor plateau by 13.5 meV per nanometre. The curvature shifts the filtered potential by only about $10^{-6}$ eV.

The same field lowers the n-type barrier through the image force by

$$\Delta\phi=\sqrt{\frac{e^3\mathcal E}{4\pi\varepsilon_r\varepsilon_0}}\approx41\ \text{meV},$$

where $\mathcal E$ is the peak field and $\varepsilon_r$ is the relative permittivity, for which the rough input 11.7 is used. This is about 6% of $\phi_n$. Degeneracy and breakdown matter little at this doping and at zero bias. The characteristic tunnelling energy, with the mass of 0.258 electron masses along [111], is 3.4 meV against a thermal energy of 25.9 meV, so electrons cross mainly near the top of the barrier, after thermal excitation. Tunnelling just below the top can still carry an appreciable part of the current. The Fermi level is more than five thermal energies below the conduction band, so the electrons are not degenerate. The zero-bias field is well below a rough breakdown value of 0.5 MV/cm; in the same sharp-edge picture a reverse bias of about 7.5 V would reach that value. Finally, the gap shrinks by about 45 meV between 0 and 300 K; a calculation for static atoms does not contain this change, and how it divides between $\phi_n$ and $\phi_p$ is not determined here. The full set of values is in the numerical output.

## Calculated quantities

```
metal period: 0.234 nm
semiconductor period: 0.314 nm
metal plane charge: 42.0 e/nm2
semiconductor plane charge (2 per period): 31.0 e/nm2
ion sheet width: 0.030 nm
electron sheet width: 0.080 nm
transferred charge: 0.50 e/nm2
transfer distance: 0.20 nm
transfer sheet width: 0.05 nm
e^2/eps0: 18.0951 eV nm
kernel base: 0.548 nm
kernel top: 0.080 nm
raw peak-to-peak, metal: 11.337 eV
raw peak-to-peak, semiconductor: 13.501 eV
first-harmonic factor, metal: -0.2085 (no unit)
first-harmonic factor, semic.: 0.3065 (no unit)
one-window peak-to-peak, metal: 2.341 eV
one-window peak-to-peak, semic.: 4.259 eV
two-window peak-to-peak, metal: 1.1e-14 eV
two-window peak-to-peak, semic.: 1.8e-14 eV
metal plateau: -9.8363 eV
semiconductor plateau: -8.9208 eV
step from plateaus: 0.9155 eV
step from layer moments: 0.9155 eV
  part from charge transfer: 1.8095 eV
  part from second moments: -0.8940 eV
filtered charge dipole: -0.05060 e/nm
step from filtered dipole: 0.9155 eV
z -1.5 nm: raw -14.838 eV, filtered -9.836 eV
z -0.4 nm: raw -10.681 eV, filtered -9.836 eV
z -0.2 nm: raw -6.290 eV, filtered -9.652 eV
z 0.0 nm: raw -3.445 eV, filtered -9.379 eV
z 0.2 nm: raw -13.809 eV, filtered -9.105 eV
z 0.4 nm: raw -10.038 eV, filtered -8.922 eV
z 1.5 nm: raw -7.550 eV, filtered -8.921 eV
E_F above metal mean: 6.30 eV
E_V above semiconductor mean: 5.00 eV
gap: 1.12 eV
p-type barrier: 0.384 eV
n-type barrier: 0.736 eV
1% window error, ripple amplitude, metal: 11.6 meV
1% window error, ripple amplitude, semic.: 21.1 meV
temperature: 300 K; donors: 1.0e+17 cm^-3
rough inputs: eps_r 11.7, m_dos 1.08, m_l 0.92, m_t 0.19
band bending: 0.590 eV
depletion width: 87.3 nm
peak depletion field: 0.135 MV/cm
rough breakdown field: 0.5 MV/cm
potential drop over 1 nm at peak field: 13.5 meV
plateau shift from depletion curvature: 9.9e-07 eV
image-force lowering: 40.8 meV
mass along [111]: 0.258 electron masses
tunnelling energy E00: 3.4 meV
thermal energy: 25.9 meV
Fermi level below conduction band: 0.146 eV
gap decrease from 0 K to 300 K: 45 meV
```
